# Fluctuation Prefactor of a Spherical Critical Nucleus from Radial Determinants

## Result and conditions

Consider a one-component order parameter $\eta$ with free energy
$$F=\int d^3x\left[\frac g2|\nabla\eta|^2+\frac A2\eta^2-\frac B4\eta^4+\frac C6\eta^6\right]$$
and overdamped dynamics. All four coefficients are positive. Put $\eta=\sqrt{A/B}\,\phi$ and measure length in $\xi=\sqrt{g/A}$. Every term then carries the energy $\epsilon=A^2\xi^3/B$, and the local density is
$$f(\phi)=\tfrac12\phi^2-\tfrac14\phi^4+\tfrac\lambda6\phi^6,\qquad \lambda=AC/B^2 .$$
For $0<\lambda<3/16$ the phase $\phi=0$ is metastable. With $\theta=kT/\epsilon$ and $\tau$ the uniform relaxation time of that phase, the one-loop nucleation rate per volume, for one sign of $\eta$, is
$$I=\frac{1}{\xi^3\tau}\,\frac{|\lambda_-|}{2\pi}\left(\frac{S}{2\pi\theta}\right)^{3/2}e^{-D/2-S/\theta}. \tag{1}$$
Here $S$ is the scaled barrier and $\lambda_-$ the negative eigenvalue of $H=-\nabla^2+1+U$, where $U=f''(\phi)-1$ on the nucleus. The number $D$ is the regulated value of $\ln|\det'H/\det H_0|$, with $H_0=-\nabla^2+1$; the prime removes three translation modes. With $\nu=l+\frac12$,
$$D=\big[\ln|T_0|-J\big]+\big[3\ln T_1'-J\big]+\sum_{l\ge2}\big[2\nu\ln T_l-J\big],\quad J=\int_0^\infty rU\,dr. \tag{2}$$
The $T_l$ are limits of radial initial-value problems. The bare determinant diverges linearly with the momentum cutoff, so (1) holds with renormalized Landau coefficients. It also requires $S/\theta\gg1$ and small loop corrections, a separate condition that the example will strain.

## The nucleus

The nucleus is the nodeless solution of
$$\phi''+\frac2r\phi'=f'(\phi),\qquad \phi'(0)=0,\qquad \phi\to a\,e^{-r}/r .$$
Integrating outward to large $r$ excites the growing solution $e^{r}/r$. One therefore integrates outward from the centre and inward from the tail, and adjusts $\phi(0)$ and $\ln a$ until $\phi$ and $\phi'$ match in the wall.

Stretching the radius by $s$ changes the energy to $sK_g+s^3W$, with $K_g=\frac12\int|\nabla\phi|^2d^3r$ and $W=\int f\,d^3r$. Stationarity at $s=1$ gives $K_g+3W=0$, so
$$S=K_g+W=\tfrac23K_g=\tfrac13\int|\nabla\phi|^2d^3r. \tag{3}$$

Near coexistence, $\lambda\to3/16$, one has $f=\frac12\phi^2(1-\phi^2/4)^2$. The wall tension is $\int_0^2\phi(1-\phi^2/4)d\phi=1$. If $\Delta=-f(\phi_s)$ is the driving density of the stable phase $\phi_s$, the energy $4\pi R^2-\frac{4\pi}3R^3\Delta$ is stationary at $R=2/\Delta$, where $S=16\pi/(3\Delta^2)$. This is the thin-wall limit.

## From the saddle to the rate

Expand about the nucleus in normalized eigenmodes of $H$. The dynamics is $\tau\partial_t\phi=-\delta F/\delta\phi$ plus noise, in scaled units, so each mode diffuses with constant $\theta/\tau$. Along the unstable amplitude $c$ the energy is $V=S-\frac12|\lambda_-|c^2$, and the current is
$$j=-\frac\theta\tau e^{-V/\theta}\frac{d}{dc}\left(e^{V/\theta}p\right).$$
Multiply by $e^{V/\theta}$ and integrate across the saddle. On the metastable side $e^{V/\theta}p=1/Z$; on the other side it vanishes. Hence
$$j=\frac{\theta}{\tau Z}\sqrt{\frac{|\lambda_-|}{2\pi\theta}}\;e^{-S/\theta}.$$
Each positive mode at the saddle contributes $\sqrt{2\pi\theta/\lambda_n}$, and each mode of $H_0$ contributes $\sqrt{2\pi\theta/\lambda_n^0}$ to $Z$.

Three modes have zero eigenvalue and no Gaussian integral. Moving the nucleus by $dX_i$ changes the field by $-\partial_i\phi\,dX_i$. Spherical symmetry and (3) give $\int\partial_i\phi\,\partial_j\phi\,d^3r=S\delta_{ij}$, so $dc_i=\sqrt S\,dX_i$, and the three integrals give $S^{3/2}$ times the volume.

Now count factors. The saddle has four fewer Gaussian integrals than the metastable state, which leaves $(2\pi\theta)^{-2}$. With the flux factor,
$$\theta(2\pi\theta)^{-1/2}(2\pi\theta)^{-2}=\frac1{2\pi}(2\pi\theta)^{-3/2}.$$
The eigenvalues combine as $|\lambda_-|^{1/2}/\sqrt{\prod_+\lambda_n}=|\lambda_-|/\sqrt{|\det'H|}$. This is (1). The negative mode can be displayed separately by $D=\ln|\lambda_-|+D_+$; the net power of $|\lambda_-|$ in the rate is then $\frac12$.

The flux formula was tested on $V=(x^2-1)^2+\frac12q(x)y^2$, $q=2+6e^{-4x^2}$, with unit mobility. The slowest odd Fokker–Planck eigenvalue is twice the escape rate. Computed at temperatures 0.05 and 0.1 and extrapolated linearly to zero, the rate divided by the formula is 1.004.

## One initial-value problem per partial wave

For reduced radial functions the operators are
$$h_l=-\frac{d^2}{dr^2}+\frac{l(l+1)}{r^2}+1+U,$$
each with multiplicity $2l+1$. Add $k^2$ to $h_l$ and to its free counterpart. Let $\psi$ and $u$ be their regular solutions, both starting as $r^{l+1}$. In a box of radius $R$, $\psi(R)$ as a function of $k^2$ vanishes where $-k^2$ is an eigenvalue. It is entire of order one half, hence proportional to the product over these zeros. Therefore
$$\frac{\psi(R)}{u(R)}=\prod_n\frac{\lambda_n+k^2}{\lambda^0_n+k^2},$$
where the constant is 1 because both sides tend to 1 as $k^2\to\infty$. Letting $R\to\infty$ gives $T_l(k^2)$, and $T_l=T_l(0)$.

Both solutions grow exponentially, so one computes their ratio. Substituting $\psi=Tu$ and using the free equation for $u''$ leaves
$$T''+2wT'=UT,\qquad w=u'/u,\quad T(0)=1,\quad T'(0)=0. \tag{4}$$
With $x=\ln r$ and $s=dT/dx$, this becomes
$$\frac{ds}{dx}=r^2UT-(2rw-1)s .$$
Since $u\propto\sqrt r\,I_\nu(mr)$ with $m^2=1+k^2$, the Bessel recurrence gives
$$rw=l+1+q_l,\qquad q_l=\frac{m^2r^2}{2l+3+q_{l+1}},$$
evaluated downward from large $l$. No large Bessel function is formed. The start follows from the series $T=1+U(0)r^2/[2(2l+3)]$.

**The negative mode.** For $l=0$ one eigenvalue is negative, so $T_0<0$, and the root of $T_0(k^2)=0$ lies at $k^2=|\lambda_-|$. Its size can be understood from $h_0=h_1-2/r^2$. The function $r\phi'$ is a zero mode of $h_1$, as shown next; used as a trial function for $h_0$ it gives
$$\lambda_-\le-2\,\frac{\int\phi'^2dr}{\int r^2\phi'^2dr}\approx-\frac2{R^2}$$
for a wall localized at $R$.

**The translation modes.** Differentiating the nucleus equation gives $\phi'''+2\phi''/r-2\phi'/r^2=f''(\phi)\phi'$, which says $h_1(r\phi')=0$. Thus $T_1=0$, and removing one eigenvalue from each of the three copies replaces $T_1$ by $T_1'=dT_1/dk^2$ at $k^2=0$.

This derivative needs no numerical differencing. The normalized solution is $\psi=r\phi'/\phi''(0)$. Let $\chi=\partial\psi/\partial k^2$. Then $h_1\chi=-\psi$, and
$$(\psi\chi'-\chi\psi')'=\psi^2 .$$
At large $r$, $\psi\to d\,e^{-r}$ with $d=a/|\phi''(0)|$, since $\phi''(0)<0$ and $\phi'<0$. With $\chi\to G e^r$ the Wronskian tends to $2dG$. Equation (3) gives $\int r^2\phi'^2dr=3S/4\pi$, hence
$$G=\frac{1}{2d}\,\frac{3S}{4\pi\phi''(0)^2}=\frac{3S}{8\pi|\phi''(0)|a}.$$
The free solution starting as $r^2$ is $3(\cosh r-\sinh r/r)\to\frac32e^r$. Its own derivative does not enter because $T_1(0)=0$. Dividing,
$$T_1'=\frac{S}{4\pi|\phi''(0)|\,a}. \tag{5}$$
Together, the Jacobian and these three waves give $(S/2\pi\theta)^{3/2}(T_1')^{-3/2}=(2|\phi''(0)|a/\theta)^{3/2}$: the barrier cancels from this product.

## High partial waves and the cutoff

Write $p=(\ln T)'$. Equation (4) becomes $p'+p^2+2wp=U$, while $w'+w^2=(\nu^2-\frac14)/r^2+1$ gives
$$w=\frac\nu r+\frac1{2r}+\frac r{2\nu}+O(\nu^{-2}).$$
Insert $p=p_1/\nu+p_2/\nu^2+p_3/\nu^3+\dots$ and collect powers:
$$p_1=\tfrac12rU,\qquad p_2=-\tfrac12(rp_1)',$$
$$p_3=-\tfrac12(rp_2)'-\tfrac r2\left(p_1^2+rp_1\right).$$
The total derivatives integrate to zero. Therefore
$$\ln T_l=\frac J{2\nu}-\frac K{8\nu^3}+O(\nu^{-5}),\qquad K=\int_0^\infty r^3U(U+2)\,dr. \tag{6}$$
There is no $\nu^{-4}$ term. Integrating the decaying solution inward gives the same determinant, but reverses both $\nu$ and the direction of integration, so the expansion is odd in $\nu$.

Multiplied by $2\nu$, the first term in (6) contributes $J$ for every $l$: this is the linear divergence. To first order in $U$, subtracting it replaces the coincident free propagator by its difference from the massless one,
$$\lim_{s\to0}\frac{e^{-s}-1}{4\pi s}=-\frac1{4\pi}.$$
A sharp momentum cutoff instead gives
$$\int_{k<\Lambda}\frac{d^3k}{(2\pi)^3}\frac1{k^2+1}=\frac{\Lambda}{2\pi^2}-\frac1{4\pi}+\frac1{2\pi^2\Lambda}+\dots$$
The second-order and higher terms converge, so $D_\Lambda=D+(\Lambda/2\pi^2)\int U\,d^3r+O(1/\Lambda)$. In $e^{-D_\Lambda/2}$ the divergent part acts as an added energy density $bU$, with $b=\theta\Lambda/4\pi^2$. As $U=-3\phi^2+5\lambda\phi^4$, it merely changes $A$ and $B$, by the relative amounts $-6b$ and $-20\lambda b$. It belongs in the renormalized coefficients. The shift need not be small: in the example below, with its spherical cutoff $\Lambda=12.2$, $b\approx0.23$ and $6b\approx1.4$, so bare coefficients of a lattice model cannot be inserted in (1) directly.

The physical barrier is $g^{3/2}A^{1/2}B^{-1}S(\lambda)$. Its first-order response to $bU$ must equal $b\int U\,d^3r$ in units of $\epsilon$, whence
$$\int U\,d^3r=-(3-20\lambda)\,S\left(1+2\frac{d\ln S}{d\ln\lambda}\right).$$
At $\lambda=3/20$ this vanishes: the shifts of $A$ and $B$ then leave both $\lambda$ and $A^{1/2}/B$ unchanged to first order. The example sits at this value, which explains the nearly zero absorbed term in its numerical output. It is a property of this $\lambda$, not a general absence of renormalization.

## Error analysis

If the sum stops at $L$, (6) supplies the missing part,
$$-\frac K4\,\zeta(2,L+\tfrac32)+c_4\,\zeta(4,L+\tfrac32),$$
where $\zeta(s,q)=\sum_{n\ge0}(n+q)^{-s}$ and $c_4$ is read from the last computed term. For the example $K=1647$ and $L=60$, so the first piece is about $-6.7$. Omitting it would lower $\ln I$ by 3.4. With both pieces included, stopping at 40 or at 60 changes $D$ by less than 0.01.

Errors in the waves are amplified. In the sum up to $L$, a common error $\delta$ in every $\ln T_l$ becomes $(L+1)^2\delta=3721\,\delta$, and an error in $J$ is multiplied by 61. The fitted $c_4$ passes on the error of the last term times $(L+\frac12)^4\zeta(4,L+\frac32)\approx20$, which adds about $2400\,\delta$ to the first and raises the second factor to about 81. Even the interval $r<0.01$ matters: there $\int rU\,dr\approx5.9\times(0.01)^2/2=2.9\times10^{-4}$, or 0.024 after multiplication by 81. The computed $T_1=-5\times10^{-8}$, which should vanish, measures the combined error of nucleus and integration in that wave.

The determinants were also obtained from products of matrix eigenvalues in a box of radius 18, extrapolated from 900 and 1800 intervals. For $T_1'$ the near-zero eigenvalue was removed.

| quantity | radial method | eigenvalues |
|---|---:|---:|
| $T_1'$ | 30.9156 | 30.9144 |
| $T_2$ | 2.34121 | 2.34102 |
| $\lambda_-$ | −0.07948 | −0.07948 |

A separate test addresses the subtraction. For $U=\pm0.2\,e^{-r^2}$, half the difference of the two $D$ values should approach $-\int U\,d^3r/4\pi$, evaluated for the positive sign. Half their sum should approach
$$-\frac12\int\frac{d^3k}{(2\pi)^3}|\hat U(k)|^2\,\frac{\arctan(k/2)}{4\pi k}.$$
The ratios are 0.9999 and 1.0002.

## A worked nucleus

Take $\lambda=0.15$, $\xi=2.5$ nm, $A^2/B=0.5$ MJ/m³, $\tau=10$ ps and 420 K. Then $\epsilon=48.76$ meV, $kT=36.19$ meV and $\theta=0.742$. The nucleus has $S=169.2$ and a half-value radius of 12.6 nm, or $5.02\,\xi$. The estimate $-2/R^2=-0.079$ agrees well with $\lambda_-$.

The thin-wall barrier does not. The driving density is $0.327/0.5=0.654$, which gives $S=39$, a factor of four too low. Multiplying the nucleus equation by $\phi'$ shows why:
$$\tfrac12\phi'^2-f=\int_r^\infty\frac{2\phi'^2}{r'}\,dr'>0 .$$
In a flat wall at coexistence the two terms on the left cancel; here the curvature of the wall makes the gradient term the larger one. At the centre the same identity gives $\Delta=2\int\phi'^2dr/r\approx(2/R)\int\phi'^2dr$, so the effective tension is about $5.02\times0.654/2=1.6$ instead of 1. At fixed $\Delta$ the thin-wall barrier grows as the cube of the tension, and $1.6^3\approx4$ accounts for the missing factor.

The determinant pieces are
$$D=-18.11-9.56-101.25=-128.92 .$$
Most of the result comes from $l\ge2$; the negative and translation modes alone would miss it. Separating the negative mode gives $D_+=-126.39$. The scaled prefactor is
$$\ln\frac{|\lambda_-|}{2\pi}+\frac32\ln\frac S{2\pi\theta}-\frac D2=-4.37+5.39+64.46=65.48,$$
and the barrier is 8.25 eV, or $228\,kT$. Since $1/(\xi^3\tau)=10^{30.81}$ cm⁻³ s⁻¹,
$$\log_{10}\frac{I}{\mathrm{cm^{-3}\,s^{-1}}}=30.81+\frac{65.48-228.0}{2.303}=-39.8 .$$

## How far the rate can be trusted

The factor $e^{64}$ is a warning about the loop expansion. In a uniform stable phase with $M^2=f''(\phi_s)$, integrating the finite part $-M/4\pi$ of the propagator over $M^2$ gives a one-loop free-energy density, relative to the metastable phase, of
$$-\frac\theta2\,\frac{M^3-1}{6\pi}.$$
Here $\phi_s=2.333$ and $M^2=6.88$, so the shift is $-0.336$. It would raise the driving density 0.654 by about half. Over the volume of the nucleus this bulk term alone would add about 240 to $\ln I$; the wall region cancels most of it and leaves 64. The expansion is therefore poorly controlled in this example, although the barrier is large compared with $kT$. The milder measure $3\theta/4\pi=0.18$, the relative one-loop shift of the metastable curvature, misses this problem. At fixed $\lambda$, reducing the driving shift to 5% needs $\theta\approx0.07$, and then $S/\theta\approx2300$. A better starting point would be a free energy whose coefficients already reproduce both phases at the temperature of use, with the corresponding fluctuations not counted twice.

The temperature lies a little below the transition, near 432 K, of gadolinium molybdate, an improper ferroelectric. A polarization of 0.2 µC/cm² and a spontaneous shear of 0.0015 are rough room-temperature values for that crystal; both are smaller at 420 K, and the energies below scale with their squares. The Landau density, $\xi$, $\lambda$ and $\tau$ are model choices, and no undercooling of a real crystal is inferred from them. The material matters because its primary order parameter is nonpolar. Polarization and strain are taken proportional to $\phi^2$. Averaged over directions, the depolarization density is $P^2/(6\varepsilon_0\varepsilon_b)$; with background permittivity $\varepsilon_b=10$ it costs $6.4\,kT$. A polarization of 10 µC/cm², typical of the order of magnitude in proper ferroelectrics, would cost $1.6\times10^4\,kT$ with the same profile. An uncompensated sphere is then not a usable saddle.

Coherency strain costs more than depolarization in the improper case. For shear $e$, modulus $\mu$ and Poisson ratio $\sigma$, the elastic energy of a Fourier component along $\mathbf n$ is
$$\mu\left[e_{ij}e_{ij}-2|\mathbf e\mathbf n|^2+\frac{(\mathbf n\cdot\mathbf e\mathbf n)^2}{1-\sigma}\right].$$
The angular averages of the last two invariants are $e_{ij}e_{ij}/3$ and $2e_{ij}e_{ij}/15$. With $e_{ij}e_{ij}=2e^2$, the mean density is $2\mu e^2(7-5\sigma)/[15(1-\sigma)]$. Taking $\mu=25$ GPa and $\sigma=0.3$ gives $50\,kT$ on the unchanged nucleus, or 22 decades in rate. This is a first-order shift, not a bound. The nucleus is a saddle: at second order its response along the stable modes, such as a change of shape, lowers the barrier, while its response along the unstable radial mode raises it. The relaxed shift can therefore exceed the first-order value.

Gadolinium molybdate also has a second order-parameter component. Add it with a rotationally invariant energy plus the anisotropy $\frac12\phi^2\phi_2^2$. Its fluctuation operator is $-\nabla^2+f'(\phi)/\phi+\phi^2$, and with its own linear divergence absorbed it raises $\ln I$ by 89, or 39 decades. That number belongs to the chosen anisotropy.

A finite cutoff has a smaller but visible effect, whose sign depends on how the cutoff is made. For a sharp spherical cutoff with the continuum dispersion $k^2+1$, the tails of the first- and second-order loop integrals change $\ln I$ by
$$-\frac1{4\pi^2\Lambda}\int\left(U+\tfrac12U^2\right)d^3r=-8.3$$
where $\Lambda=(6\pi^2)^{1/3}\xi/(0.8\ \mathrm{nm})=12.2$ is the scaled radius of a sphere with the volume of the Brillouin zone of a cubic cell of edge 0.8 nm. This sphere does not stand for a lattice. With scaled spacing $a_0=0.32$ its term $1/(2\pi^2\Lambda)$ equals $+0.0130\,a_0$, whereas a simple cubic lattice with nearest-neighbour gradient, whose dispersion bends below $k^2$, has $-0.0122\,a_0$ in its place. The leading shift is then about $+8$, and higher orders in $a_0M\approx0.8$ reduce it. Only the size, several units of $\ln I$, is meaningful without the real dispersion. By contrast, $\hbar/(\tau kT)=0.002$, so quantum corrections to the uniform relaxation are small. Modes at the cutoff relax $1+\Lambda^2\approx149$ times faster in this model, and for them the same ratio is about 0.27.

Surfaces, defects and existing domain walls are absent as well, and their effect is not estimated here. The radial determinants are accurate to far better than one unit in $\ln I$, while the physical omissions move it by tens. The rate $10^{-39.8}$ cm⁻³ s⁻¹ is the one-loop value of the stated model, not a prediction for the crystal.

## Table of computed values

```
Landau parameter lambda: 0.15
temperature: 420 K
length unit xi: 2.5 nm
Landau energy density A^2/B: 0.5 MJ/m^3
relaxation time tau: 10 ps
energy unit: 48.762 meV
kT: 36.193 meV
theta: 0.74224
stable phi: 2.3327
driving density: 0.32684 MJ/m^3
phi at centre: 2.332524
tail amplitude a: 1039.35
phi''(0): -0.000419122
half-value radius: 12.56 nm
scaled barrier S: 169.2353
S from gradient (virial): 169.2353
T_0: -5.72751
T_1 (should vanish): -5.1e-08
T_1' from nucleus: 30.9156
T_1' from k^2 difference: 30.9156
T_1' from eigenvalues: 30.9144
T_2: 2.34121
T_2 from eigenvalues: 2.34102
T_10: 2.23127
negative eigenvalue: -0.0794804
negative eigenvalue, matrix: -0.0794804
J: 19.8568
K: 1646.63
l=0 term minus J: -18.112
l=1 term minus J: -9.563
l>=2 sum with tail: -101.25
D: -128.92
D without negative mode: -126.39
Gaussian test, odd/first order: 0.99986
Gaussian test, even/second order: 1.0002
flux test, extrapolated ratio: 1.0043
ln kinetic factor: -4.3701
ln translation factor: 5.3872
ln determinant factor -D/2: 64.46
ln total scaled prefactor: 65.477
barrier: 8.252 eV
barrier/kT: 228
log10 of 1/(xi^3 tau): 30.81 (cm^-3 s^-1)
log10 of rate I: -39.78 (cm^-3 s^-1)
shear strain; modulus 25 GPa, Poisson 0.3: 0.0015
coherency strain energy: 50.3 kT
polarization: 0.2 uC/cm^2
background permittivity: 10
depolarization energy: 6.43 kT
proper case polarization: 10 uC/cm^2
proper case depolarization: 1.61e+04 kT
anisotropy of second component: 1
ln I shift, second component: 89.2
cell edge: 0.8 nm
scaled cutoff: 12.18
ln I part absorbed in coefficients: 3.13e-09
ln I shift, finite cutoff: -8.27
relative mass shift, next loop: 0.177
hbar/(tau kT): 0.0018
```
